# Why Fine Grains Favour External Chromia: Boundary Diffusion in Wagner's Criterion

**Question.** A nickel alloy with a few per cent of chromium is held hot in a gas that oxidizes chromium but not nickel. With coarse grains the chromium may precipitate as oxide particles inside the metal, while with fine grains the same composition may form a continuous chromia layer on the surface. Why does grain size matter, and by how much does it change the chromium content needed?

## The mechanism: a race at the front

Oxygen dissolves at the surface and diffuses inward. Chromium diffuses outward to meet it. They react at a front, leaving immobile oxide particles behind it. How densely the particles are packed depends on two rates: how fast chromium arrives at the front, and how fast the front moves on. A slow front with a generous chromium supply leaves much oxide in each layer of metal. When the particles fill enough of the section, they obstruct the oxygen and join into a layer. Wagner's criterion places this transition at a critical oxide volume fraction $g^*$, an empirical threshold of about 0.3 that the diffusion theory does not itself supply.

Grain boundaries are fast paths for chromium. They act on both sides of the race: more chromium reaches the front, and the front slows because more oxygen is consumed at each depth.

An estimate shows how the two effects combine. Let $N$ be the chromium fraction of the alloy, $N_s$ the dissolved oxygen fraction at the surface, $D_B$ and $D_O$ the diffusivities of chromium and oxygen, and $\nu=3/2$ the number of oxygen atoms per chromium atom in the oxide. Fluxes are written per unit atomic density of the alloy, so they have the dimension of velocity. If the front moves little compared with the chromium diffusion length, chromium arrives as at a fixed sink:

$$J_B\simeq N\sqrt{\frac{D_B}{\pi t}} .$$

Oxygen crosses a zone of depth $\xi$ with a nearly linear profile, so its flux is $D_ON_s/\xi$. All of it is consumed by the arriving chromium, so $D_ON_s/\xi=\nu J_B$ and

$$\xi\simeq\frac{D_ON_s}{\nu N}\sqrt{\frac{\pi t}{D_B}},\qquad \frac{d\xi}{dt}=\frac{\xi}{2t}.$$

The amount of oxide left per unit of alloy, counted in chromium atoms, is supply divided by front speed:

$$f=\frac{J_B}{d\xi/dt}\simeq\frac{2\nu N^2D_B}{\pi D_ON_s}.$$

One factor $N\sqrt{D_B}$ comes from the supply and the other from the slowing of the front. Holding $f$ at its critical value therefore holds $N^2D_B$ fixed, and the required $N$ varies as $D_B^{-1/2}$. The full solution shows when this estimate can be trusted.

## Wagner's criterion in full

Take a planar, semi-infinite alloy with constant diffusivities, fixed surface oxygen, no nickel oxide and no volume change. The oxide is so stable that dissolved oxygen and chromium do not coexist, so both concentrations vanish at the front. The equations below hold in any consistent units, atomic units included.

Each species obeys $\partial n/\partial t=D\,\partial^2n/\partial x^2$. With $\eta=x/(2\sqrt{Dt})$ and $n=n(\eta)$, the time derivative is $-(\eta/2t)n'$ and the right side is $n''/(4t)$. Hence $n''+2\eta n'=0$, so $n'\propto e^{-\eta^2}$, and $n$ is a constant plus a multiple of $\operatorname{erf}\eta$.

Write the front depth as $\xi=2\gamma\sqrt{D_Ot}$. In the chromium variable the front then sits at

$$u=\frac{\xi}{2\sqrt{D_Bt}}=\gamma\sqrt{\frac{D_O}{D_B}} .$$

The boundary values $n_O(0)=N_s$, $n_O(\xi)=0$, $n_B(\xi)=0$ and $n_B(\infty)=N$ give

$$n_O=N_s\left[1-\frac{\operatorname{erf}(x/2\sqrt{D_Ot})}{\operatorname{erf}\gamma}\right],\qquad
n_B=N\left[1-\frac{\operatorname{erfc}(x/2\sqrt{D_Bt})}{\operatorname{erfc}u}\right],$$

the first for $x<\xi$ and the second for $x>\xi$. Since $\partial_x\operatorname{erf}(x/2\sqrt{Dt})=e^{-x^2/4Dt}/\sqrt{\pi Dt}$, the fluxes into the front are

$$J_O=N_s\sqrt{\frac{D_O}{\pi t}}\,\frac{e^{-\gamma^2}}{\operatorname{erf}\gamma},\qquad
J_B=N\sqrt{\frac{D_B}{\pi t}}\,\frac{e^{-u^2}}{\operatorname{erfc}u}.$$

Both are counted positive towards the front. Because the concentrations vanish there, the motion of the front adds no further term.

The front speed is $d\xi/dt=\gamma\sqrt{D_O/t}=u\sqrt{D_B/t}$. Dividing $J_B$ by the second form gives

$$f=\frac{N}{F(u)},\qquad F(u)=\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u .$$

So $1/F$ is the enrichment: the oxidized chromium per unit of alloy, relative to what the alloy held originally.

Let $V_{ox}$ be the oxide volume per mole of chromium and $V_m$ the molar volume of the alloy. Then $g=fV_{ox}/V_m$, and the transition occurs at $f^*=g^*V_m/V_{ox}$, which gives

$$\boxed{N^*=f^*F(u)} .$$

The value of $\gamma$ at the transition follows from oxygen. Stoichiometry requires $J_O=\nu J_B=\nu f^*\,d\xi/dt$, or

$$N_s\sqrt{\frac{D_O}{\pi t}}\frac{e^{-\gamma^2}}{\operatorname{erf}\gamma}=\nu f^*\gamma\sqrt{\frac{D_O}{t}}
\;\Longrightarrow\;
\sqrt\pi\,\gamma e^{\gamma^2}\operatorname{erf}\gamma=\frac{N_s}{\nu f^*}.$$

Neither diffusivity remains. At the transition $\gamma$ is fixed by the surface oxygen and the critical oxide amount, so $D_B$ enters $N^*$ through $u$ alone.

## Two limits of the criterion

Start from $e^{u^2}\operatorname{erfc}u=(2/\sqrt\pi)\int_0^\infty e^{-s^2-2us}ds$ and substitute $v=2us$:

$$F(u)=\int_0^\infty e^{-v-v^2/4u^2}\,dv .$$

The integrand grows with $u$ at every $v>0$, so $F$ rises steadily from 0 to 1. Faster chromium lowers $u$ and therefore always lowers $N^*$ in this model.

**Strong enrichment, $u\ll1$.** Expanding $e^{-2us}$ in the first integral gives $F=\sqrt\pi u-2u^2+\dots$, so $F\simeq\sqrt\pi u$. For small $\gamma$, $\operatorname{erf}\gamma\simeq2\gamma/\sqrt\pi$ and the oxygen condition becomes $2\gamma^2=N_s/(\nu f^*)$. Then

$$N^*\simeq f^*\sqrt{\pi}\sqrt{\frac{N_s}{2\nu f^*}}\sqrt{\frac{D_O}{D_B}}
=\left[\frac{\pi f^*N_sD_O}{2\nu D_B}\right]^{1/2}.$$

This is the usual form of Wagner's criterion and agrees with the estimate above.

**Weak enrichment, $u\gg1$.** Here $F\to1$ and $N^*\to f^*$. The front outruns the chromium, which is oxidized where it stands, and the alloy must already contain the critical amount. A modest rise in $D_B$ then changes little.

Between the limits, the local power of $D_B$ follows by differentiating $\ln F=\ln u+u^2+\ln\operatorname{erfc}u+\text{const}$. Using $e^{-u^2}/\operatorname{erfc}u=\sqrt\pi u/F$,

$$\frac{d\ln N^*}{d\ln D_B}=-\frac12\frac{d\ln F}{d\ln u}=-\frac12\left(1+2u^2-\frac{2u^2}{F}\right).$$

It tends to $-1/2$ for small $u$ and to 0 for large $u$.

The full criterion was tested against a finite-difference solution of the reaction and diffusion balances, which did not assume the error-function profiles. In scaled units with $D_O=1$, $t=1$, $N_s=0.009$ and $f^*=0.1364$, the alloy was given the predicted $N^*$: 0.0864 for $D_B=0.05$ and 0.0569 for $D_B=0.20$. The computed oxide amount was 0.1364 in both cases, and the front stood at 0.2925 against 0.2945 from the formula; the test allowed 4% relative error. Fourfold faster solute lowered $N^*$ by a factor of 1.5, not 2, because $u$ was not small.

## Putting the boundaries in

Model the grains as columns normal to the surface, with a square section of period $d$ and walls of width $\delta\ll d$. Chromium has diffusivity $D_l$ in the lattice and $D_{gb}$ in the walls, and does not segregate. Integrate the diffusion equation over one section of area $A=d^2$. Transverse fluxes cancel at internal interfaces and vanish at the symmetry edges, leaving

$$\frac{\partial}{\partial t}\int n\,dA=\int D\,\frac{\partial^2n}{\partial x^2}\,dA .$$

If lateral diffusion keeps $n$ nearly uniform across the section, $n$ can be taken outside the integrals. The effective diffusivity is then the area average of $D$. Two sets of walls, each of area $\delta d$ per period, fill a fraction $2\delta/d$ once their small overlap $\delta^2/d^2$ is dropped:

$$D_{\rm eff}=D_l+\frac{2\delta}{d}(D_{gb}-D_l)=D_l\left(1+\frac{d_x}{d}\right),\qquad d_x=2\delta\left(\frac{D_{gb}}{D_l}-1\right).$$

This average gives the total chromium supply to a section, not where the oxide forms. At a flat front the local flux is proportional to the local diffusivity, so for $d=1000$ nm and the diffusivities below, about 95% of the chromium arrives through the walls. Much of the oxide then forms at or near the boundaries, while the grain interiors receive little. Wagner's threshold assumes particles spread through the section. Applying it to the section average is therefore a further assumption. It may be optimistic, because sparsely filled grain interiors remain open to oxygen.

With that assumption, replace $D_B$ by $D_{\rm eff}$ in the strong-enrichment criterion, with temperature and surface oxygen held fixed:

$$\boxed{\frac{N^*(d)}{N^*(\infty)}=\left(\frac{D_{\rm eff}}{D_l}\right)^{-1/2}=\left(1+\frac{d_x}{d}\right)^{-1/2}}$$

The inverse square root is in diffusivity, or equivalently in boundary density $1/d$ once the boundaries dominate. In grain size itself the dependence is a direct square root: for $\delta\ll d\ll d_x$, $N^*\propto d^{1/2}$. When $u$ is not small, $D_{\rm eff}$ goes into the full criterion instead.

The averaging needs time. If the walls were held empty, the slowest mode in a square grain would decay at the rate $2\pi^2D_l/d^2$, a time constant of about $0.05\,d^2/D_l$. The time $d^2/D_l$, called the mixing time below, is therefore a cautious measure. At the very start the walls drain quickly while the grain interiors lag, and a single $D_{\rm eff}$ overstates the supply. The approach to the average was tested by diagonalizing the diffusion problem over the column section for a concentration wave along $x$, with wavenumber $k$ chosen so that $D_{\rm eff}k^2t=1$. The slowest decay rate of such a wave, divided by $k^2$, defines an apparent diffusivity. For $d=1000$ nm and the diffusivities below, the apparent diffusivity was 0.999 of the average at $t=100\,d^2/D_l$, but 0.22 of it at $t=0.01\,d^2/D_l$. This ratio describes how far the section has mixed; it is not the ratio of the chromium supplies to a front.

Boundaries may also carry oxygen. The condition for $\gamma$ contains no diffusivity, so the same reasoning gives $u=\gamma\sqrt{D_{O,\rm eff}/D_{B,\rm eff}}$. Fine grains help if they raise the chromium diffusivity by a larger factor than the oxygen diffusivity. If both rise by the same factor, the advantage vanishes.

## A worked case near Ni-Cr at 1173 K

The parameters are round values in the rough regime of dilute Ni-Cr. The diffusivities are Arrhenius expressions:

- chromium in the lattice: prefactor 1 cm²/s, energy 2.8 eV, giving $D_l=9.33\times10^{-13}$ cm²/s;
- chromium in boundaries: prefactor 1 cm²/s, energy 1.8 eV, giving $D_{gb}=1.85\times10^{-8}$ cm²/s;
- oxygen in the lattice: prefactor 0.05 cm²/s, energy 1.7 eV, giving $D_O=2.48\times10^{-9}$ cm²/s.

The boundary width is 0.5 nm, the surface oxygen fraction $3\times10^{-5}$, $g^*=0.30$ and $V_{ox}/V_m=2.2$.

The critical oxide amount is $f^*=0.30/2.2=0.136$. The oxygen condition gives

$$\gamma\simeq\sqrt{\frac{3\times10^{-5}}{2(1.5)(0.1364)}}=0.00856 .$$

Without boundaries, $u=0.00856\sqrt{2.483\times10^{-9}/9.329\times10^{-13}}=0.442$. The full criterion gives $N^*=0.069$, while the square-root law gives 0.107. The coarse alloy is thus outside the regime where the simple law is accurate.

For $d=1000$ nm the walls occupy $2\delta/d=10^{-3}$ of the section, yet

$$\frac{D_{\rm eff}}{D_l}=1+10^{-3}(1.979\times10^4-1)=20.8 .$$

Hence $u=0.442/\sqrt{20.8}=0.097$ and $N^*=0.021$; the square-root law now gives 0.023. Intermediate grain sizes show the approach to the limit:

| $d$ (nm) | $D_{\rm eff}/D_l$ | $N^*$ | local power of $D_{\rm eff}$ |
|---:|---:|---:|---:|
| 100000 | 1.20 | 0.065 | −0.32 |
| 10000 | 2.98 | 0.047 | −0.38 |
| 3000 | 7.60 | 0.033 | −0.42 |
| 1000 | 20.8 | 0.021 | −0.45 |

From no boundaries to 1000 nm, the chromium required by this averaged criterion falls to 0.305 of its original value. The pure inverse square root would give $20.8^{-1/2}=0.22$. The difference arises mainly because the square-root law overestimates the starting value, 0.107 against 0.069, where $N^*$ is already bending towards its ceiling $f^*$. At 1000 nm the two results are much closer.

An alloy with chromium fraction 0.03 lies below the threshold without boundaries and above it at 1000 nm. It crosses over at $d\simeq2400$ nm ($2.4\times10^4$ Å). The mixing time $d^2/D_l$ at this size is $6\times10^4$ s, shorter than the chosen exposure of $3.6\times10^5$ s. At the end of that exposure the apparent diffusivity, defined as above, is within 1% of the average for both 1000 and 3000 nm grains, and about 5% below it for 10000 nm. The 100000 nm row of the table has a mixing time of order $10^8$ s, so it shows a long-time limit that this exposure does not reach. The verdict applies to this later stage. The criterion does not describe the oxide formed before the grains mix; for 1000 nm, the cautious measure $d^2/D_l$ is about $10^4$ s. By that time the front of an alloy at threshold stands at $\xi=2\gamma\sqrt{D_O/D_l}\,d\approx0.9\,d$, and at $0.05\,d^2/D_l$ it is already about $0.2\,d$ deep. The averaged criterion therefore concerns oxide joining up beneath an internally oxidized zone; whether a layer closes at the surface itself is settled in the earlier stage, which the average does not describe.

## What temperature and oxygen supply change

At 1073 K, with the surface oxygen fraction held fixed, $N^*$ without boundaries rises from 0.069 to 0.091. At 1000 nm it hardly moves, from 0.021 to 0.022. When boundaries dominate, $N^*$ varies nearly as $\sqrt{D_O/D_{gb}}$, whose two activation energies differ by just 0.1 eV; in the lattice the difference is 1.1 eV. Cooling from 1173 to 1073 K therefore increases the relative benefit of fine grains, but it also lengthens the mixing time at 1000 nm to $1.4\times10^5$ s. The gain does not continue indefinitely: once the threshold without boundaries is close to its ceiling $f^*$, further cooling can hardly raise it.

At 1173 K with ten times more surface oxygen, $N^*$ is 0.115 without boundaries and 0.054 at 1000 nm. Fine grains now reduce it by a factor of 2.1 rather than 3.3, because the coarse alloy is closer to the ceiling of 0.136.

## How far a real alloy departs from this

The thresholds here should not be read as design values for nickel alloys in air. Chromia-forming nickel alloys for such service commonly contain roughly 20% chromium. In air, nickel oxide forms as well, and the metal beneath it holds more oxygen than assumed here; the tenfold richer case is of the rough order expected at that contact, and more than doubles the 1000 nm threshold. Grains of 1000 nm are also far finer than the tens of micrometres common in wrought alloys.

The model also assumes that fine grains stay fine, although grains can grow at temperature. Growth from 1000 to 3000 nm raises $N^*$ from 0.021 to 0.033 and puts the 0.03 alloy back on the internal side, if no layer has yet formed. The boundary diffusivity is similarly important: reducing $D_{gb}$ tenfold at 1000 nm has nearly the same effect as growth to 10000 nm, with $N^*$ near 0.047.

Other neglected effects, taken one at a time at 1000 nm, move the threshold from 0.021 as follows:

- oxygen diffusing 100 times faster in boundaries than in the lattice raises it to 0.022;
- threefold chromium enrichment of the boundaries lowers it to about 0.013;
- setting $g^*$ to 0.2 or 0.4 gives 0.017 or 0.025;
- multiplying the oxygen diffusivity by 0.70, a simple allowance for obstruction by particles, gives 0.018.

The uneven placing of the oxide is a more basic limit. Oxide concentrated at the boundaries leaves the grain interiors open to oxygen and could also block the chromium paths themselves. The one-dimensional average represents neither effect, so reaching its threshold does not by itself guarantee a continuous layer. Finally, the criterion concerns the establishment of an external layer. Whether the alloy can keep feeding that layer as it thickens is a separate condition. The numerical output gives the remaining intermediate values.

## Computed results

```
Temperature 1173 K; oxide ratio nu 1.5
Critical volume fraction 0.30; V_ox/V_m 2.2
Critical oxide amount f_crit 0.1364
Surface oxygen fraction 3.0e-05; alloy Cr fraction 0.030
Boundary width 0.5 nm; exposure 3.60e+05 s
Cr lattice: prefactor 1.00 cm2/s, energy 2.8 eV
Cr boundary: prefactor 1.00 cm2/s, energy 1.8 eV
O lattice: prefactor 0.05 cm2/s, energy 1.7 eV
D_l 9.329e-13, D_gb 1.846e-08, D_O 2.483e-09 cm2/s
D_gb/D_l 1.979e+04; crossover period 19791 nm
Front constant gamma 0.00856
No boundaries: u 0.4418, N_crit 0.0691
No boundaries: square-root-law N_crit 0.1068
period nm | D_eff cm2/s | D_eff/D_l | u | N full | N limit | exponent
100000 | 1.118e-12 | 1.198 | 0.4036 | 0.0652 | 0.0976 | -0.322
10000 | 2.779e-12 | 2.979 | 0.2559 | 0.0474 | 0.0619 | -0.377
3000 | 7.087e-12 | 7.597 | 0.1603 | 0.0326 | 0.0387 | -0.418
1000 | 1.940e-11 | 20.791 | 0.0969 | 0.0211 | 0.0234 | -0.449
Full N_crit ratio, 1000 nm/no boundaries 0.305
Square-root-law ratio 0.219
Crossover grain period for the alloy 2395 nm
Front depth at the transition after exposure 5120 nm
Lattice mixing length 5795 nm
Cr diffusion length, 1000 nm 26424 nm
Mixing time d^2/D_l, 1000 nm 1.072e+04 s
Mixing time d^2/D_l at alloy crossover 6.147e+04 s
Apparent/averaged D after exposure, 1000 nm 0.9988
Apparent/averaged D after exposure, 3000 nm 0.9928
Apparent/averaged D after exposure, 10000 nm 0.9544
Same ratio, 1000 nm, time 100 d^2/D_l 0.99955
Same ratio, 1000 nm, time 0.01 d^2/D_l 0.2199
Neglected effects, N_crit at 1000 nm unless stated:
O boundary/lattice D ratio 100: 0.0220
Boundary Cr enrichment 3: about 0.0129
Critical volume fraction 0.2: 0.0168
Critical volume fraction 0.4: 0.0247
O diffusivity reduced by factor 0.70: 0.0179
At 1073 K, same surface O: no boundaries 0.0910, 1000 nm 0.0222
At 1073 K, mixing time for 1000 nm 1.417e+05 s
Surface O 3.0e-04: no boundaries 0.1146, 1000 nm 0.0541
Simulation tests: D_O = 1, time = 1, surface O 0.009
D_B 0.05: N 0.0864, front 0.2925 (formula 0.2945), oxide 0.1364
D_B 0.20: N 0.0569, front 0.2925 (formula 0.2945), oxide 0.1364
Fine-grain exponent of N_crit in d, 10-20 nm 0.493
```
